# Thickness Ratio of Two Silicon Faces in Linear-Parabolic Oxidation: test program

```python
# Result under test: two faces obeying x^2 + A x = B t from a bare surface,
# with equal B and linear constants B/A in ratio rho = 1.68, have a thickness
# ratio R = x_fast/x_slow that falls strictly from rho to 1 as time runs.
# Symbols: x oxide thickness (um), t time (h), D oxidant diffusivity in oxide,
# h gas-side transfer coefficient, k interface reaction coefficient,
# c = C*/N equilibrium oxidant density over oxidant density built into oxide.
# The reference growth solves the flux balance numerically, without A or B.
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar

rho = 1.68
c = 1.0e-3
D = 200.0
h = 1.0e5
linear_slow = 1.0
linear_fast = rho * linear_slow
k_slow = 1.0 / (c / linear_slow - 1.0 / h)
k_fast = 1.0 / (c / linear_fast - 1.0 / h)

B = 2 * D * c
A_slow = 2 * D * (1 / k_slow + 1 / h)
A_fast = 2 * D * (1 / k_fast + 1 / h)


def flux_rate(x, k, diffusivity):
    """Growth rate from gas transfer, diffusion and reaction in series."""
    # unknowns: F/N, C_outer/N, C_inner/N
    matrix = np.array([[1.0, h, 0.0],
                       [x / diffusivity, -1.0, 1.0],
                       [1.0, 0.0, -k]])
    return np.linalg.solve(matrix, np.array([h * c, 0.0, 0.0]))[0]


def grow(times, k, diffusivity=D, start=0.0):
    """Integrate the growth numerically and return x at the given times."""
    x, t_old, result = start, 0.0, []
    for t_new in times:
        run = solve_ivp(lambda t, y: [flux_rate(y[0], k, diffusivity)],
                        (t_old, t_new), [x], method="DOP853",
                        rtol=1e-10, atol=1e-14)
        assert run.success
        x, t_old = run.y[0, -1], t_new
        result.append(x)
    return np.array(result)


def thickness(t, A, start=0.0):
    """Closed solution of the linear-parabolic law."""
    s = B * t + start**2 + A * start
    return 2 * s / (A + np.sqrt(A**2 + 4 * s))


def time_at_ratio(R):
    """Time at which the bare-surface thickness ratio equals R."""
    return (A_slow**2 / B * R * (rho - R) * (rho * R - 1)
            / (rho**2 * (R**2 - 1)**2))


# Numerical growth of both faces over eight decades of time
times = np.logspace(-4, 4, 33)
x_slow = grow(times, k_slow)
x_fast = grow(times, k_fast)
ratio = x_fast / x_slow
gap = x_fast - x_slow

# Closed thickness and inverse time formula against the integration
assert np.allclose(x_slow, thickness(times, A_slow), rtol=1e-7, atol=0)
assert np.allclose(x_fast, thickness(times, A_fast), rtol=1e-7, atol=0)
assert np.allclose(time_at_ratio(ratio), times, rtol=1e-4, atol=0)

# Strict fall of the ratio inside its bounds, strict rise of the difference
assert np.all(np.diff(ratio) < 0)
assert np.all((ratio > 1) & (ratio < rho))
assert np.all(np.diff(gap) > 0)
gap_limit = (A_slow - A_fast) / 2
assert gap[-1] < gap_limit and abs(gap[-1] / gap_limit - 1) < 0.01

# Leading laws near both limits; 1 percent allows for the next order
early_drop = rho * (rho**2 - 1) * B * times[0] / A_slow**2
late_excess = (A_slow - A_fast) / (2 * np.sqrt(B * times[-1]))
assert abs((rho - ratio[0]) / early_drop - 1) < 0.01
assert abs((ratio[-1] - 1) / late_excess - 1) < 0.01

# Ratio of growth rates at equal time
rate_ratio = np.array([flux_rate(a, k_fast, D) / flux_rate(b, k_slow, D)
                       for a, b in zip(x_fast, x_slow)])
rate_formula = np.sqrt((A_slow**2 + 4 * B * times)
                       / (A_fast**2 + 4 * B * times))
assert np.allclose(rate_ratio, rate_formula, rtol=1e-7, atol=0)

# Control 1: practically no diffusion resistance, the ratio must not fall
t_free = 10.0
free_ratio = (grow([t_free], k_fast, D * 1e9)[0]
              / grow([t_free], k_slow, D * 1e9)[0])
assert abs(free_ratio - rho) < 1e-6

# Control 2: unequal parabolic constants, the late limit is not one
B_ratio = 1.21
t_late = 1.0e8
unequal_ratio = (grow([t_late], k_fast, D * B_ratio)[0]
                 / grow([t_late], k_slow, D)[0])
assert abs(unequal_ratio - np.sqrt(B_ratio)) < 1e-4

# Control 3: common initial oxide, the ratio rises from one and then falls
x_start = 0.02


def covered_ratio(t):
    return thickness(t, A_fast, x_start) / thickness(t, A_slow, x_start)


scan = covered_ratio(np.geomspace(1e-5, 1e4, 400))
signs = np.sign(np.diff(scan))
assert signs[0] > 0 and signs[-1] < 0
assert np.count_nonzero(np.diff(signs)) == 1
peak = minimize_scalar(lambda q: -covered_ratio(10**q), bounds=(-5, 4),
                       method="bounded", options={"xatol": 1e-8})
t_peak = 10**peak.x
peak_ratio = (grow([t_peak], k_fast, start=x_start)[0]
              / grow([t_peak], k_slow, start=x_start)[0])
assert abs(peak_ratio - covered_ratio(t_peak)) < 1e-7
assert 1 < peak_ratio < rho

print(f"ratio of linear constants rho = {rho:.2f}")
print(f"C*/N = {c:.4f}")
print(f"D = {D:.1f} um^2/h")
print(f"h = {h:.0f} um/h")
print(f"k slow = {k_slow:.2f} um/h")
print(f"k fast = {k_fast:.2f} um/h")
print(f"k fast / k slow = {k_fast / k_slow:.4f}")
print(f"B = {B:.4f} um^2/h")
print(f"B/A slow = {B / A_slow:.4f} um/h")
print(f"B/A fast = {B / A_fast:.4f} um/h")
print(f"A slow = {A_slow:.5f} um")
print(f"A fast = {A_fast:.5f} um")
print(f"time scale A_slow^2/B = {A_slow**2 / B:.4f} h")
print("t (h) | x_slow (um) | x_fast (um) | R | gap (um) | rate ratio")
for i in range(0, len(times), 4):
    print(f"{times[i]:.4g} | {x_slow[i]:.6g} | {x_fast[i]:.6g} | "
          f"{ratio[i]:.5f} | {gap[i]:.6f} | {rate_ratio[i]:.5f}")
print(f"limit of gap = {gap_limit:.6f} um")
for R in (1.5, 1.3, 1.1, 1.01):
    t_R = time_at_ratio(R)
    print(f"R = {R:.2f}: t = {t_R:.5g} h, "
          f"x_slow = {thickness(t_R, A_slow):.5g} um, "
          f"x_fast = {thickness(t_R, A_fast):.5g} um")
print(f"rho - R at {times[0]:.4g} h: integrated {rho - ratio[0]:.4e}, "
      f"early law {early_drop:.4e}")
print(f"R - 1 at {times[-1]:.4g} h: integrated {ratio[-1] - 1:.4e}, "
      f"late law {late_excess:.4e}")
print(f"D raised 1e9-fold: R at {t_free:.0f} h = {free_ratio:.5f}")
print(f"B_fast/B_slow = {B_ratio:.2f}: R at {t_late:.0e} h = "
      f"{unequal_ratio:.5f}, sqrt(B ratio) = {np.sqrt(B_ratio):.5f}")
print(f"common initial oxide = {x_start:.3f} um")
print(f"its peak ratio = {peak_ratio:.4f} at t = {t_peak:.4f} h")
print("verified")
```

It prints:

```
ratio of linear constants rho = 1.68
C*/N = 0.0010
D = 200.0 um^2/h
h = 100000 um/h
k slow = 1010.10 um/h
k fast = 1708.71 um/h
k fast / k slow = 1.6916
B = 0.4000 um^2/h
B/A slow = 1.0000 um/h
B/A fast = 1.6800 um/h
A slow = 0.40000 um
A fast = 0.23810 um
time scale A_slow^2/B = 0.4000 h
t (h) | x_slow (um) | x_fast (um) | R | gap (um) | rate ratio
0.0001 | 9.9975e-05 | 0.000167882 | 1.67924 | 0.000068 | 1.67847
0.001 | 0.000997512 | 0.00166831 | 1.67247 | 0.000671 | 1.66505
0.01 | 0.00976177 | 0.0157572 | 1.61417 | 0.005995 | 1.55604
0.1 | 0.0828427 | 0.113702 | 1.37250 | 0.030859 | 1.21522
1 | 0.463325 | 0.524515 | 1.13207 | 0.061190 | 1.03071
10 | 1.80998 | 1.88449 | 1.04117 | 0.074517 | 1.00321
100 | 6.12772 | 6.20663 | 1.01288 | 0.078911 | 1.00032
1000 | 19.801 | 19.8813 | 1.00406 | 0.080307 | 1.00003
1e+04 | 63.0459 | 63.1266 | 1.00128 | 0.080748 | 1.00000
limit of gap = 0.080952 um
R = 1.50: t = 0.037224 h, x_slow = 0.034286 um, x_fast = 0.051429 um
R = 1.30: t = 0.17411 h, x_slow = 0.13112 um, x_fast = 0.17046 um
R = 1.10: t = 1.7387 h, x_slow = 0.6576 um, x_fast = 0.72336 um
R = 1.01: t = 165.41 h, x_slow = 7.9365 um, x_fast = 8.0159 um
rho - R at 0.0001 h: integrated 7.6414e-04, early law 7.6541e-04
R - 1 at 1e+04 h: integrated 1.2808e-03, late law 1.2800e-03
D raised 1e9-fold: R at 10 h = 1.68000
B_fast/B_slow = 1.21: R at 1e+08 h = 1.10001, sqrt(B ratio) = 1.10000
common initial oxide = 0.020 um
its peak ratio = 1.2903 at t = 0.0610 h
verified
```
